# Why a Very Tight Gaussian Does Not Make a Pair Negligible: a program that tests the result

```python
# Result under test: for Gaussians exp(-a|r-A|^2), exp(-b|r-B|^2), R = |A-B|,
# the separation factor is exp(-mu R^2), mu = ab/(a+b), which tends to
# exp(-b R^2) when a >> b: the diffuse partner sets the decay.
# S: normalized overlap; V: magnitude of attraction to a unit charge at A;
# Q: square root of the pair self-repulsion (ab|ab). Atomic units.
import numpy as np
from scipy.special import erf
from pyscf import gto, scf

STEP = 0.002
GRID = np.arange(-7000, 7001) * STEP


def reduced(a, b):
    return a * b / (a + b)


def prefactor(a, b):
    return (2 * np.sqrt(a * b) / (a + b)) ** 1.5


def overlap_formula(a, b, R):
    return prefactor(a, b) * np.exp(-reduced(a, b) * R**2)


def overlap_quadrature(a, b, R):
    """Product of three one-dimensional integrals, norms also integrated."""
    along = STEP * np.sum(np.exp(-a * GRID**2 - b * (GRID - R)**2))
    across = STEP * np.sum(np.exp(-(a + b) * GRID**2))
    norm_a = STEP * np.sum(np.exp(-2 * a * GRID**2))
    norm_b = STEP * np.sum(np.exp(-2 * b * GRID**2))
    return along * across**2 / (norm_a * norm_b)**1.5


def attraction_formula(a, b, R):
    d = b * R / (a + b)
    return overlap_formula(a, b, R) * erf(np.sqrt(a + b) * d) / d


def attraction_quadrature(a, b, R):
    """Spherical coordinates about the tight centre A."""
    x, wx = np.polynomial.legendre.leggauss(160)
    u, wu = np.polynomial.legendre.leggauss(60)
    r_max = 7 / np.sqrt(a + b) + b * R / (a + b)
    r = 0.5 * r_max * (x + 1)
    wr = 0.5 * r_max * wx
    dist2 = r[:, None]**2 + R**2 - 2 * R * r[:, None] * u[None, :]
    values = r[:, None] * np.exp(-a * r[:, None]**2 - b * dist2)
    norm = (4 * a * b / np.pi**2)**0.75
    return 2 * np.pi * norm * np.einsum('i,j,ij->', wr, wu, values)


def library_integrals(a, b, R):
    """S, V and Q from a general molecular integral library."""
    pair = gto.M(atom=[['H1', (0, 0, 0)], ['H2', (0, 0, R)]], unit='Bohr',
                 basis={'H1': [[0, [a, 1.0]]], 'H2': [[0, [b, 1.0]]]},
                 verbose=0)
    s = pair.intor('int1e_ovlp')[0, 1]
    with pair.with_rinv_origin((0, 0, 0)):
        v = pair.intor('int1e_rinv')[0, 1]
    eri = pair.intor('int2e', aosym='s1').reshape(2, 2, 2, 2)
    return np.array([s, v, np.sqrt(eri[0, 1, 0, 1])])


b, R = 0.2, 1.5
print(f"diffuse exponent b = {b} bohr^-2, separation R = {R} bohr")
print(f"limit exp(-b R^2) = {np.exp(-b * R**2):.6f}")
print("a, mu (bohr^-2); K=S(R)/S(0); S(R); log10 exp(-a R^2)")
previous_mu = 0.0
for a in (0.2, 1.0, 10.0, 100.0, 1000.0, 10000.0):
    s_R, s_0 = overlap_quadrature(a, b, R), overlap_quadrature(a, b, 0.0)
    K = s_R / s_0
    mu_measured = -np.log(K) / R**2
    assert abs(mu_measured - reduced(a, b)) < 1e-9
    assert abs(s_R / overlap_formula(a, b, R) - 1) < 1e-9
    assert b / 2 - 1e-9 <= mu_measured < b and mu_measured > previous_mu
    previous_mu = mu_measured
    print(f"{a:8.1f} {mu_measured:.6f} {K:.6f} {s_R:.4e} "
          f"{-a * R**2 / np.log(10):.2f}")

a = 1000.0
weight = np.exp(-a * GRID**2 - b * (GRID - R)**2)
centroid = np.sum(GRID * weight) / np.sum(weight)
assert abs(centroid - b * R / (a + b)) < 1e-10
print(f"for a = {a:.0f} bohr^-2:")
print(f"product centre from tight centre = {centroid:.4e} bohr")

norms = (4 * a * b / np.pi**2)**0.75
sampled = (np.pi / a)**1.5 * np.exp(-b * R**2)
sampling_ratio = overlap_quadrature(a, b, R) / norms / sampled
assert abs(sampling_ratio - 1 - (b**2 * R**2 - 1.5 * b) / a) < 1e-6
print(f"overlap / sampling estimate = {sampling_ratio:.7f}")

s_lib, v_lib, q_lib = library_integrals(a, b, R)
v_quad = attraction_quadrature(a, b, R)
q_formula = overlap_formula(a, b, R) * (2 * (a + b) / np.pi)**0.25
assert abs(v_quad / attraction_formula(a, b, R) - 1) < 1e-9
assert abs(v_lib / v_quad - 1) < 1e-8
assert abs(q_lib / q_formula - 1) < 1e-8
print(f"S0 = {prefactor(a, b):.6e}, S = {s_lib:.6e}")
print(f"V = {v_quad:.6f} hartree")
print(f"Q = {q_lib:.6f} hartree^(1/2)")

low, high = library_integrals(1e4, b, R), library_integrals(1e5, b, R)
powers = np.log10(high / low)
assert np.allclose(powers, [-0.75, -0.25, -0.5], atol=1e-3)
print("powers of a between 1e4 and 1e5 bohr^-2:")
print(f"S {powers[0]:.4f}, V {powers[1]:.4f}, Q {powers[2]:.4f}")

tau = 1e-10
true_range = np.sqrt(np.log(prefactor(a, b) / tau) / reduced(a, b))
mistaken_range = np.sqrt(np.log(1 / tau) / a)
assert abs(overlap_quadrature(a, b, true_range) / tau - 1) < 1e-7
assert overlap_quadrature(a, b, mistaken_range) > 1e6 * tau
print(f"threshold tau = {tau:.0e}")
print(f"distance where S = tau: {true_range:.4f} bohr")
print(f"mistaken cutoff distance: {mistaken_range:.4f} bohr")
print(f"S at mistaken cutoff = "
      f"{overlap_quadrature(a, b, mistaken_range):.4e}")

b_tight = 100.0
both_tight = overlap_quadrature(a, b_tight, R)
assert abs(np.log(both_tight / overlap_formula(a, b_tight, R))) < 1e-8
assert both_tight < 1e-80
print(f"contrast pair: a = {a:.0f}, b = {b_tight:.0f} bohr^-2")
print(f"mu = {reduced(a, b_tight):.4f} bohr^-2, S = {both_tight:.3e}")

# Hydrogen fluoride: remove cross-centre pairs at fixed converged density.
bond = 1.75
mol = gto.M(atom=[['F', (0, 0, 0)], ['H', (0, 0, bond)]], unit='Bohr',
            basis='unc-6-31g', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
energy = mf.kernel()
assert mf.converged
density, core, overlap = mf.make_rdm1(), mf.get_hcore(), mf.get_ovlp()
assert abs(np.sum(density * overlap) - mol.nelectron) < 1e-8

exponents, owners = [], []
for shell in range(mol.nbas):
    assert mol.bas_nprim(shell) == 1 and mol.bas_nctr(shell) == 1
    count = 2 * mol.bas_angular(shell) + 1
    exponents += [mol.bas_exp(shell)[0]] * count
    owners += [mol.bas_atom(shell)] * count
exponents, owners = np.array(exponents), np.array(owners)
ea, eb = exponents[:, None], exponents[None, :]
cross = (owners[:, None] == 0) & (owners[None, :] == 1)
by_tight = cross & (np.exp(-np.maximum(ea, eb) * bond**2) < tau)
by_reduced = cross & (np.exp(-reduced(ea, eb) * bond**2) < tau)
tight_diffuse = cross & (ea > 100) & (eb < 1)


def removed(mask):
    """Both orderings of each pair are included by the factor two."""
    return (2 * np.sum((density * core)[mask]),
            2 * np.sum((density * overlap)[mask]))


print(f"HF molecule, RHF/uncontracted 6-31G, R = {bond} bohr")
print(f"total energy = {energy:.6f} hartree")
print(f"one-electron energy = {np.sum(density * core):.6f} hartree")
print(f"F-H basis-function pairs: {cross.sum()}")
results = {}
for label, mask in (("mistaken test", by_tight),
                    ("reduced-exponent test", by_reduced),
                    ("F > 100, H < 1 bohr^-2", tight_diffuse)):
    e_part, n_part = removed(mask)
    results[label] = e_part
    print(f"{label}: {mask.sum()} pairs")
    print(f"  energy part = {e_part:.6e} hartree")
    print(f"  overlap population = {n_part:.6e} electrons")
    print(f"  largest |S| = {np.max(np.abs(overlap[mask])):.4e}")
assert abs(results["mistaken test"]) > 1e-3
assert abs(results["reduced-exponent test"]) < 1e-7
print("verified")
```

Running it gives:

```
diffuse exponent b = 0.2 bohr^-2, separation R = 1.5 bohr
limit exp(-b R^2) = 0.637628
a, mu (bohr^-2); K=S(R)/S(0); S(R); log10 exp(-a R^2)
     0.2 0.100000 0.798516 7.9852e-01 -0.20
     1.0 0.166667 0.687289 4.4227e-01 -0.98
    10.0 0.196078 0.643279 9.3933e-02 -9.77
   100.0 0.199601 0.638201 1.7021e-02 -97.72
  1000.0 0.199960 0.637686 3.0325e-03 -977.16
 10000.0 0.199996 0.637634 5.3936e-04 -9771.63
for a = 1000 bohr^-2:
product centre from tight centre = 2.9994e-04 bohr
overlap / sampling estimate = 0.9997900
S0 = 4.755402e-03, S = 3.032451e-03
V = 0.108213 hartree
Q = 0.015233 hartree^(1/2)
powers of a between 1e4 and 1e5 bohr^-2:
S -0.7500, V -0.2500, Q -0.5000
threshold tau = 1e-10
distance where S = tau: 9.4024 bohr
mistaken cutoff distance: 0.1517 bohr
S at mistaken cutoff = 4.7336e-03
contrast pair: a = 1000, b = 100 bohr^-2
mu = 90.9091 bohr^-2, S = 6.405e-90
HF molecule, RHF/uncontracted 6-31G, R = 1.75 bohr
total energy = -99.988269 hartree
one-electron energy = -150.533762 hartree
F-H basis-function pairs: 88
mistaken test: 49 pairs
  energy part = -7.033757e-02 hartree
  overlap population = 2.935589e-03 electrons
  largest |S| = 9.9037e-02
reduced-exponent test: 9 pairs
  energy part = -3.072608e-13 hartree
  overlap population = 5.505681e-16 electrons
  largest |S| = 5.6898e-13
F > 100, H < 1 bohr^-2: 6 pairs
  energy part = -2.458454e-03 hartree
  overlap population = 1.461697e-05 electrons
  largest |S| = 7.2151e-03
verified
```
